How wide can a dual-comb spectrum be without aliasing?

**Question**

I am working on an exercise about a dual-comb spectrometer. One comb has a line spacing of 20 GHz. The other has a spacing larger by 10 MHz. Both fall on one photodiode, and I have to find the largest optical bandwidth that can be measured without aliasing.

My attempt: neighbouring optical lines are 20 GHz apart, and their beats are 10 MHz apart. The beats can fill the range from 0 to 20 GHz before the pattern repeats, so there is room for 2000 lines, which cover 40 THz. But a line of one comb also beats with the "wrong" lines of the other, and I have not used that anywhere. Does it change the result? And would a real pair of combs reach the limit?

**Answer**

It does change the result. The wrong pairs fill half of the range that you gave to the right ones. To see this, write down every frequency that the photodiode produces.

**All the beats**

Let f₁ = 20 GHz, D = 10 MHz and f₂ = f₁ + D. Number the lines n = 0, 1, …, N − 1 in both combs, and measure optical frequencies from line 0 of comb 1. The lines then lie at

comb 1: n f₁
comb 2: s + n f₂

where s is the offset between the two lowest lines. With complex line amplitudes aₙ and cₙ, the fields are

E₁ = Σₙ aₙ exp(2πi n f₁ t)
E₂ = Σₙ cₙ exp[2πi (s + n f₂) t]

The photocurrent follows the intensity:

|E₁ + E₂|² = |E₁|² + |E₂|² + 2 Re(E₁* E₂)

The first two terms contain a constant and multiples of f₁ or f₂, so they put nothing between 0 and f₁. In the last term, line m of comb 1 meets line n of comb 2 at the frequency

s + n f₂ − m f₁ = s + nD − (m − n) f₁

Define bₙ = s + nD and k = m − n. Since a real current does not show the sign of a frequency, the beats appear at

|bₙ − k f₁|

The wanted beats have k = 0. They lie at bₙ, so an optical step of 20 GHz has become a radio step of 10 MHz, a compression by f₁/D = 2000. The neighbours with k = 1 appear at f₁ − bₙ. This is the mirror image of the wanted band about f₁/2, and it is what your count left out.

**The condition**

I call the measurement alias-free if the wanted beats, and no others, lie between 0 and f₁/2, and if n = (beat − s)/D gives the right line number. This requires

0 < bₙ < f₁/2 for every n

The condition is also sufficient, because for any k ≠ 0

|bₙ − k f₁| ≥ |k| f₁ − bₙ > f₁ − f₁/2 = f₁/2

so every wrong pair stays above f₁/2.

The lowest beat is s and the highest is s + (N − 1)D. We therefore need s > 0 and

s + (N − 1)D < f₁/2

A suitable positive s exists if and only if

(N − 1)D < f₁/2
N − 1 < f₁/(2D) = 20 GHz / (2 × 0.01 GHz) = 1000

The largest whole number that satisfies this is N = 1000. In general N is f₁/(2D), rounded up if it is not an integer. Here it is an integer, and with one spacing f₁ counted per line the bandwidth is

B = N f₁ = f₁²/(2D)
B = (20 × 10⁹ Hz)² / (2 × 10 × 10⁶ Hz) = 2 × 10¹³ Hz = 20 THz

The two outermost lines are 999 spacings apart, or 19.98 THz. The difference from 20 THz is a matter of counting lines or gaps.

**How sharp is the limit?**

Take s = D/2 = 5 MHz. The wanted beats lie at (n + ½)D and run from 5 MHz to 9.995 GHz, with a margin of 5 MHz at each end. Now add line number 1000, the 1001st line. Its beat is at 1000.5 D. Line 1000 of comb 1 also meets line 999 of comb 2, at

f₁ − b₉₉₉ = 2000 D − 999.5 D = 1000.5 D

The two beats coincide, and the record cannot tell them apart.

With 1100 lines the damage is larger. The beat of line n coincides with the mirrored beat of line j of comb 2 when n + j = 1999. The partner in comb 1 is line j + 1, which must exist, so j ≤ 1098 and hence n ≥ 901. All lines from 901 to 1099 are affected, 199 in total.

The offset matters here. For s = D/4 the wanted beats lie at (n + ¼)D and the mirrored ones at (1999 − n + ¾)D. They interleave without coinciding. If s is known and stable, one could sort them and go beyond 1000 lines. One extra line still fits without overlap when s < D/2, because the last line of comb 2 has no partner with k = 1. For s = D/4 and 1001 lines the highest wanted beat is 1000.25 D and the lowest mirrored one is f₁ − b₉₉₉ = 1000.75 D, so the dividing frequency lies slightly above f₁/2. From 1002 lines on, the bands overlap for any s > 0, and the simple reading rule no longer works. To within this one line, the 20 THz limit belongs to bands that do not overlap.

**When 40 THz is right**

Your 2000 lines are the answer to a different measurement. Suppose the receiver records both quadratures, that is, the complex product E₁* E₂. The sign of a frequency is then known, and the mirror image disappears. What remains are copies of the wanted band shifted by multiples of f₁. They stay apart if

(N − 1)D < f₁

which allows N = 2000 and 40 THz. (This condition is sufficient. The nearest copies each lack one end line, so 2001 lines also just stay apart.) A single photodiode gives a real signal, and that costs the factor of two.

**The same limit in time**

The pulses of the combs repeat after 1/f₁ and 1/f₂. From one pulse pair to the next, their relative delay changes by

τ = 1/f₁ − 1/f₂ = (f₂ − f₁)/(f₁ f₂) = D/(f₁ f₂) = 24.988 fs

Each pulse pair gives one sample of the interferogram, so τ is the sampling step in delay. Real samples with step τ represent a band of width

1/(2τ) = f₁ f₂/(2D) = 20.01 THz

This is N f₂, the width of 1000 lines measured in spacings of comb 2, whereas B = N f₁ uses those of comb 1. The lines and the limit are the same.

The formula also shows the price of bandwidth. To separate two beats that are D apart, one must record for about 1/D, here 100 ns. At fixed f₁, halving D doubles B but also doubles this time. At fixed D, doubling f₁ makes B four times larger, but the optical sampling becomes twice as coarse and the detector must be twice as fast.

**Would real combs reach it?**

Consider two soliton microresonator combs centred at 1550 nm, or 193.41 THz. The alias-free band would extend 10 THz to each side, from 1473.8 to 1634.5 nm. The count above assumes that all lines are strong enough to use. Whether they are depends on the spectral envelope of the pulses.

Take pulses with the field sech(t/t₀) and an intensity full width at half maximum of 100 fs, a rough typical value. The intensity falls to one half where cosh(t/t₀) = √2, so

t₀ = 100 fs / (2 arccosh √2) = 56.7 fs

For the spectrum we need the integral

I(w) = ∫ exp(iwu)/cosh u du, from −∞ to ∞

Moving the path up by iπ changes the sign of cosh u and multiplies the exponential by exp(−πw). The closed contour encloses the pole at u = iπ/2, and the residue theorem gives

I(w) [1 + exp(−πw)] = 2π exp(−πw/2)
I(w) = π / cosh(πw/2)

At a distance ν from the centre of the comb, w = 2πνt₀, so the line amplitude is proportional to sech(π² t₀ ν). At the band edge, ν = 10 THz and π² t₀ ν = 5.60. The line power, proportional to sech², is 42.6 dB below the centre. The beat amplitude is a product of one amplitude from each comb, so for two equal combs the electrical beat power follows sech⁴ and is 85.2 dB down.

Suppose the receiver can use beats down to −40 dB relative to the centre. Then

sech⁴(π² t₀ ν) = 10⁻⁴
cosh(π² t₀ ν) = 10
π² t₀ ν = 2.993

which gives ν = 5.35 THz and a full width of 10.7 THz. For these pulses the envelope, not aliasing, sets the useful bandwidth, at about half of the 20 THz. The width scales as the inverse of the pulse duration, so the same criterion would need pulses of about 100 fs × 10.69/20 = 53 fs to fill the band.

Other effects put further demands on the design:

- **Detector.** The highest beat is at 9.995 GHz. A detector with a single-pole response and a 3 dB frequency of 10 GHz weakens it by 3 dB relative to low frequencies.

- **Temperature.** Let the spacing of a resonator fall by a fraction 10⁻⁵ per kelvin of warming, a rough value. That is 200 kHz/K. If the pump lasers are fixed and drive a pair of lines in mid-band, the edge is 500 lines away and its beat moves by 500 × 200 kHz/K = 100 MHz/K. Cooling comb 2 alone by 50 mK uses up the margin of 5 MHz. Warming it by the same amount moves the edge beats inwards by half a tooth, so the reading rule with the old D becomes ambiguous there. This estimate counts only the thermal change of the resonator spacing. With a fixed pump, 50 mK also moves the pumped resonance by about 193.41 THz × 10⁻⁵ K⁻¹ × 0.05 K = 97 MHz. The changed detuning alters the soliton and can shift its line spacing further, or even end the soliton. So 50 mK is not a safe tolerance for a real device: the detuning must be stabilised as well, and any remaining drift of D and s tracked.

- **Linewidth.** Two independent pumps with Lorentzian linewidths of 100 kHz give beats 200 kHz wide, because Lorentzian widths add. This is 2 % of the 10 MHz between beats. Noise in the spacings also changes the beat widths away from the pumped lines. If it is independent of the pump noise, it broadens the beats towards both edges. If the two are correlated, it can narrow the beats on one side and broaden them on the other.

An alias-free spectrum can still miss narrow features. If only one comb passes through the sample, the absorption is sampled at its teeth, every 20 GHz. A Lorentzian absorption line with a full width of 4 GHz, midway between two teeth, is 10 GHz from each. Its absorption coefficient there is

1/[1 + (10/2)²] = 1/26 = 3.8 %

of its peak value. If the line is weak, it would nearly escape detection, although every beat is assigned to the right tooth. If both combs pass through the sample, each beat averages the weak absorption at two frequencies that are bₙ apart. A line midway between teeth of comb 1 then still shows at 3.8 % near the low end of the band, but at about half its peak strength near the high end, where the teeth of comb 2 fall almost midway. Shifting both combs together in steps smaller than the linewidth would fill the gaps, at the cost of more records.

Numbers in the example were calculated in double precision.
